# The Thompson-Lampard theorem for the cross-capacitances of a four-segment cylindrical shell

## A circular shell cut into quarters

Take a long circular conducting tube of radius $R$, cut lengthwise by four very narrow gaps into equal quarters. One quarter, $-\pi/4<\theta'<\pi/4$, is held at voltage $V$, the other three at zero. We want the charge on the inner face of the opposite quarter, $3\pi/4<\theta<5\pi/4$.

The Poisson integral gives the potential inside. With $\rho=r/R$,

$$\phi(r,\theta)=\frac{V}{2\pi}\int_{-\pi/4}^{\pi/4}\frac{1-\rho^2}{1-2\rho\cos(\theta-\theta')+\rho^2}\,d\theta' .$$

At $\rho=1$ the numerator vanishes, so only its derivative, $-2$, contributes to the radial slope. The denominator there is $2-2\cos(\theta-\theta')=4\sin^2\frac{\theta-\theta'}2$. Hence

$$\frac{\partial\phi}{\partial r}\bigg|_{R}=-\frac{V}{4\pi R}\int_{-\pi/4}^{\pi/4}\frac{d\theta'}{\sin^2\frac{\theta-\theta'}{2}} .$$

The field at a conductor, along the normal pointing into the tube, is $+\partial\phi/\partial r$, so the surface charge is $\epsilon_0\,\partial\phi/\partial r$. It is negative, as an induced charge should be. The cross-capacitance per length $C$ is minus this charge per length, divided by $V$. The factor $R$ from the arc length cancels the $1/R$:

$$\frac{C}{\epsilon_0}=\frac1{4\pi}\int_{3\pi/4}^{5\pi/4}d\theta\int_{-\pi/4}^{\pi/4}\frac{d\theta'}{\sin^2\frac{\theta-\theta'}2}.$$

The inner integral is $2\cot(\frac\theta2-\frac\pi8)-2\cot(\frac\theta2+\frac\pi8)$. Integrating over $\theta$ gives

$$4\left[\ln\frac{\sin(\theta/2-\pi/8)}{\sin(\theta/2+\pi/8)}\right]_{3\pi/4}^{5\pi/4}=4\left(\ln\sqrt2+\ln\sqrt2\right)=4\ln2 .$$

Therefore $C=C_0\equiv\epsilon_0\ln2/\pi$, or 1.953549 pF/m, whatever the radius. The other opposite pair has the same value by symmetry, and each satisfies $e^{-\pi C/\epsilon_0}=\frac12$. The two exponentials add up to 1. The theorem says that this sum survives when the symmetry is lost.

## Assumptions and theorem

The cross-section of the shell is a closed curve without self-crossings. Four gaps of vanishing width cut it into segments 1, 2, 3, 4, numbered counterclockwise. The interior is empty and contains no other conductor, and the field is two-dimensional.

Let $u$ be the bounded harmonic function inside that equals 1 on a driven segment and 0 on the other three. With $n$ the outward normal, the cross-capacitance per length to a sensed segment is

$$C=-\epsilon_0\int_{\text{sensed}}\frac{\partial u}{\partial n}\,ds .\tag{1}$$

$C_1$ belongs to segments 1 (driven) and 3 (sensed), $C_2$ to segments 2 and 4. Both count charge on inner faces only.

**Theorem.** Under these assumptions, for every shape of the section and every position of the gaps,

$$e^{-\pi C_1/\epsilon_0}+e^{-\pi C_2/\epsilon_0}=1 .\tag{2}$$

## Lemma 1: a conformal map leaves $C$ unchanged

The interior has no holes, so $u$ is the real part of a single-valued analytic function $F=u+iv$.

*Proof.* Follow the boundary counterclockwise, with tangent $(\cos\alpha,\sin\alpha)$ and outward normal $(\sin\alpha,-\cos\alpha)$. The Cauchy-Riemann equations $u_x=v_y$, $u_y=-v_x$ give

$$\frac{\partial u}{\partial n}=u_x\sin\alpha-u_y\cos\alpha=v_y\sin\alpha+v_x\cos\alpha=\frac{\partial v}{\partial s}.$$

Thus (1) becomes

$$C=-\epsilon_0\,[\,v(\text{end})-v(\text{start})\,] .\tag{3}$$

For a boundary too rough to have a normal, (3) is the definition: it is the flux through a curve drawn inside the shell from one end of the sensed segment to the other.

A one-to-one conformal map $w=f(z)$ turns $F$ into $F\circ f^{-1}$. This is analytic, has the same boundary values on corresponding segments, and has the same $v$ at corresponding points. The map also preserves the sense in which the boundary is followed, so (3) is unchanged. $\square$

By the Riemann mapping theorem the interior can be mapped to the unit disc. Since the boundary is a closed curve without self-crossings, the map extends continuously and one-to-one to it. A further fractional-linear map takes the disc to the upper half-plane and sends some interior point of segment 4 to infinity. The gaps then lie at real $x_1<x_2<x_3<x_4$. Segments 1, 2, 3 are the intervals between neighbouring gaps, and segment 4 is the rest of the axis, joined through infinity.

## Lemma 2: the half-plane

Let the interval $(a,b)$ be at 1 and the rest of the axis at 0. Then

$$u=\frac1\pi\left[\arg(z-b)-\arg(z-a)\right],\qquad v=\frac1\pi\ln\frac{|z-a|}{|z-b|},\tag{4}$$

with both angles between 0 and $\pi$.

*Proof.* On the axis the bracket is $0-0$ for $x>b$, $\pi-0$ for $a<x<b$, and $\pi-\pi$ for $x<a$, which gives the required values. The function is bounded and harmonic, and a bounded harmonic function is fixed by its boundary values even if these are missing at a few points. Since $-i\ln(z-b)=\arg(z-b)-i\ln|z-b|$, $u$ is the real part of

$$F=-\frac i\pi\left[\ln(z-b)-\ln(z-a)\right],$$

and the imaginary part of $F$ is the stated $v$. $\square$

## Proof of the theorem

For $C_1$ set $a=x_1$, $b=x_2$. Segment 3 is followed from $x_3$ to $x_4$, so (3) and (4) give

$$\frac{\pi C_1}{\epsilon_0}=-\ln\frac{x_4-x_1}{x_4-x_2}+\ln\frac{x_3-x_1}{x_3-x_2},$$

$$e^{-\pi C_1/\epsilon_0}=\frac{(x_3-x_2)(x_4-x_1)}{(x_3-x_1)(x_4-x_2)} .\tag{5}$$

For $C_2$ set $a=x_2$, $b=x_3$. Segment 4 is followed from $x_4$ to $+\infty$ and then from $-\infty$ to $x_1$. At both infinite ends $|x-x_2|/|x-x_3|\to1$, so $v\to0$. The total change is $[0-v(x_4)]+[v(x_1)-0]$, and

$$\frac{\pi C_2}{\epsilon_0}=\ln\frac{x_4-x_2}{x_4-x_3}-\ln\frac{x_2-x_1}{x_3-x_1},$$

$$e^{-\pi C_2/\epsilon_0}=\frac{(x_2-x_1)(x_4-x_3)}{(x_3-x_1)(x_4-x_2)} .\tag{6}$$

Write $p=x_2-x_1$, $q=x_3-x_2$, $r=x_4-x_3$. The numerators of (5) and (6) add up to

$$q(p+q+r)+pr=pq+q^2+qr+pr=(p+q)(q+r),$$

which is the common denominator. This proves (2). $\square$

For gaps at 0, 1, 2.5 and 4, formulas (5) and (6) give $1.5\cdot4/(2.5\cdot3)=0.8$ and $1\cdot1.5/(2.5\cdot3)=0.2$. Charges integrated numerically from the Poisson integral give the same two values to six decimals.

**Remark (circle).** A fractional-linear map $T(z)=(\alpha z+\beta)/(\gamma z+\delta)$ obeys

$$T(z)-T(w)=\frac{(\alpha\delta-\beta\gamma)(z-w)}{(\gamma z+\delta)(\gamma w+\delta)} .$$

In (5) and (6) each gap occurs once above and once below, so all extra factors cancel. The formulas therefore hold on a circle with each difference replaced by the chord between the two gaps, and (2) becomes Ptolemy's relation for a quadrilateral inscribed in a circle.

**Remark (one segment shrinks).** Let $q\to0$ with the other gaps fixed. By (5), $C_1$ grows like $(\epsilon_0/\pi)\ln(1/q)$, because segments 1 and 3 almost touch. By (2), $1-e^{-\pi C_2/\epsilon_0}=e^{-\pi C_1/\epsilon_0}$, so $C_2\approx(\epsilon_0/\pi)e^{-\pi C_1/\epsilon_0}$ vanishes in proportion to $q$.

## Two sections without symmetry between the pairs

**Rectangle cut at its corners.** Let the side $y=b$, of width $a$, be at 1 and the other sides at 0. Separation of variables gives

$$u=\sum_{n\ \text{odd}}\frac4{n\pi}\sin\frac{n\pi x}a\,\frac{\sinh(n\pi y/a)}{\sinh(n\pi b/a)} .$$

On the side $y=0$ the outward normal is $-y$, so $C=\epsilon_0\int_0^a u_y\,dx$. With $\int_0^a\sin(n\pi x/a)\,dx=2a/(n\pi)$ for odd $n$,

$$\frac{C}{\epsilon_0}=\frac8\pi\sum_{n\ \text{odd}}\frac1{n\sinh(n\pi b/a)} .\tag{7}$$

For sides in the ratio 1.5:1 this gives $0.640028$ between the long sides and $0.045756$ between the short ones. The two exponentials add up to 1 within rounding error, although (7) uses no conformal map.

The limit $b\gg a$ shows the physics. The distant pair has $C\approx(16\epsilon_0/\pi)e^{-\pi b/a}$, from the first term of (7). The theorem then gives $e^{-\pi C'/\epsilon_0}\approx16e^{-\pi b/a}$ for the close pair, so $C'\approx\epsilon_0[b/a-(\ln16)/\pi]$. This is the parallel-plate value with a constant subtracted: the two grounded end walls lower the potential near them, and with it the field at the ends of the sensed plate.

**A lopsided shell.** The section $r/R=1+0.10\cos2\theta+0.06\sin3\theta$, with gaps at $\theta=0.6,\,1.9,\,3.9,\,5.2$ rad, was solved directly. Angle functions carry the jumps at the gaps and harmonic polynomials the smooth remainder. The boundary values were met within $7\times10^{-11}$ of the drive voltage at the points checked. The result is $C_1=1.644502$ pF/m and $C_2=2.300706$ pF/m, with exponentials

$$0.557946+0.442054=1.000000 .$$

## Why the theorem is useful for measurement

**Corollary.** Let $\bar C=(C_1+C_2)/2$ and $D=C_1-C_2$. Then

$$\bar C=\frac{\epsilon_0}\pi\ln\!\left(2\cosh\frac{\pi D}{2\epsilon_0}\right)\ge C_0,\qquad \frac{\bar C}{C_0}\approx1+\frac{\ln2}8\left(\frac D{C_0}\right)^2 .\tag{8}$$

*Proof.* Insert $C_{1,2}=\bar C\pm D/2$ in (2) and take out the common factor:

$$e^{-\pi\bar C/\epsilon_0}\left(e^{-\pi D/2\epsilon_0}+e^{\pi D/2\epsilon_0}\right)=1 .$$

The logarithm gives the first formula, and $\cosh\ge1$ gives the inequality. For small $\delta=\pi D/(2\epsilon_0)$, $\ln\cosh\delta\approx\delta^2/2$. Since $\pi C_0/\epsilon_0=\ln2$, we have $\delta=\frac{\ln2}2\,D/C_0$, and the relative excess is $\delta^2/(2\ln2)=\frac{\ln2}8(D/C_0)^2$. $\square$

An imperfect section therefore changes the mean in second order only. Given $\epsilon_0$, a capacitance can be found from one measured length. If a uniform, isotropic, linear dielectric fills the interior, $\epsilon_0$ is replaced by its permittivity $\epsilon$ throughout, and the ratio of filled to empty capacitance is $\epsilon/\epsilon_0$.

**Worked example.** Consider a vacuum shell of mean radius 20 mm and length 200 mm, with section $r/R=1+0.010\cos2\theta+0.005\sin3\theta$ and gaps at 44°, 136°, 224.5° and 316°. The field solution gives $C_1=2.099368$ pF/m and $C_2=1.814905$ pF/m, so

$$\frac D{C_0}=\frac{2.099368-1.814905}{1.953549}=0.1456 .$$

The capacitances differ by almost 15% of $C_0$. Their mean is 1.957136 pF/m, which exceeds $C_0$ by $1.836\times10^{-3}$ in relative terms. The quadratic law predicts $0.08664\times0.1456^2=1.837\times10^{-3}$. For the full length, with end fields left out, the mean capacitance is $1.957136\times0.200=0.3914$ pF.

## Where the assumptions matter

**A conductor inside.** Put a grounded rod of radius $r_0\ll R$ on the axis of the quartered circular tube. Without it the potential on the axis is $V/4$, the average over the wall. To bring the rod to zero, add $-\frac V4\ln(R/r)/\ln(R/r_0)$, which vanishes on the wall. Its radial slope there is $+V/[4R\ln(R/r_0)]$. Over a quarter arc of length $\pi R/2$ this lowers $C$ by $\pi\epsilon_0/[8\ln(R/r_0)]$, which falls only logarithmically as the rod gets thinner. For $r_0=0.2$ mm and $R=20$ mm the full series, with 0.1 mm gaps treated as below, gives 1.1997 pF/m for each pair, and the exponentials add up to 1.307. The proof breaks at Lemma 1: the rod carries net flux, so $v$ is no longer single-valued. A rod without net charge would also invalidate the proof, because a section with a hole cannot be mapped one-to-one to the half-plane.

**The outer field.** Leave the quartered circular tube unscreened, with no other conductor outside and no net charge on its outer face. Then the function $\phi(R^2/r,\theta)$ is the bounded potential outside. It puts the same charge on the outer faces as on the inner ones. Each total cross-capacitance is then $2C_0$, and the exponentials add up to $\frac14+\frac14=\frac12$. The outside must be screened from the measurement.

**Finite gaps.** Suppose the potential runs linearly across each gap, and the charge on a gap is shared linearly between its neighbours. A linear ramp is the average of sharp steps spread evenly over the gap, so $C$ becomes the sharp-gap value averaged over gap positions. On a circle, let $\gamma$ be the gap width divided by $R$. The angle $\Delta$ between two gaps then varies with variance $2\gamma^2/12=\gamma^2/6$. The second derivative of $\ln\sin(\Delta/2)$ is $-\frac14\sin^{-2}(\Delta/2)$, so the mean logarithm of a chord changes by $-\frac{\gamma^2}{48}\sin^{-2}(\Delta/2)$. For equal quarters $\sin^{-2}(\Delta/2)$ is 1 for each of the two diagonals and 2 for each of the two sides in (5), so

$$\frac{\pi\,\delta C}{\epsilon_0}=-\frac{\gamma^2}{48}(2-4)=\frac{\gamma^2}{24} .$$

A gap of 0.1 mm has $\gamma=0.005$. The Fourier series for a circular shell with the example's gap angles gives $-1.04\times10^{-6}$ for the change of the exponential sum and $+1.5\times10^{-6}$ for the relative change of $\bar C$. Both agree with this estimate. The coefficient and even the sign belong to the assumed linear ramp. For a thin unscreened shell with open slits, where the potential in each slit adjusts itself and only the metal carries charge, the inner faces give $\pi\,\delta C/\epsilon_0\approx-\gamma^2/16$ instead. What the two cases share is the order $\gamma^2$.

**Finite length.** The difference between the true field and the two-dimensional one vanishes on the walls. It is a sum of transverse modes that decay along the axis as $e^{-kz}$. In a circular tube the smallest $k$ is $2.405/R$, so the decay length is 8.3 mm here. Two such zones make up 8% of the 200 mm length, which indicates the scale of the end correction but is not its computed value. That value depends on the end arrangement: with grounded flat end plates each end loses $0.66R$, or 13% of the length for the two ends. Taking the difference between two lengths, both much longer than 8.3 mm and with the same end arrangement, cancels it up to a remainder that is exponentially small in the shorter length. With grounded end plates and a 200 mm difference, the relative remainder is about $1.4\times10^{-3}$, $3.5\times10^{-6}$ and $9\times10^{-9}$ for a shorter length of 50, 100 and 150 mm. The cancellation also needs a section that is uniform along the axis, because the end correction scales with the local radius: a radius that differs by 1 µm between the two end positions leaves about $3\times10^{-6}$.

**Comparison with real standards.** The example has the rough size of a calculable capacitor, an instrument that realises a capacitance from a length. Such instruments use four parallel cylindrical bars in place of a thin shell, so the linear-gap estimate gives neither the size nor the sign of the effect of their gaps. In an empty, screened shell the ends have the largest estimated effect of those considered here, and measuring a difference of lengths removes it to the extent that the shorter length is long enough and the section is uniform along the axis. For the other effects, rough inputs suffice. Dry air at 760 Torr and 20 °C has $\epsilon/\epsilon_0-1\approx5.4\times10^{-4}$, which scales to $7\times10^{-10}$ at $10^{-3}$ Torr. An expansion coefficient of $1.2\times10^{-5}$ per K changes the length by a fraction $1.2\times10^{-6}$ for a drift of 0.1 K, comparable with the gap effect. With 100 V across a 0.1 mm gap the mean field is 0.01 MV/cm; sharp edges raise it locally. The numerical output below lists the values used here.

## Computed results

```
eps0 = 8.854188 pF/m
half-plane gap positions x1..x4 = 0.0, 1.0, 2.5, 4.0
half-plane exp terms, formula: 0.800000, 0.200000
half-plane exp terms, Poisson: 0.800000, 0.200000
lopsided shell: a2 = 0.1, a3 = 0.06, gaps (rad) [0.6 1.9 3.9 5.2]
lopsided C1, C2 = 1.644502, 2.300706 pF/m
lopsided exp terms = 0.55794603, 0.44205397
lopsided sum - 1 = -1.6e-11
lopsided largest boundary error = 6.9e-11 of drive voltage
mapped shell C1/eps0: field 0.14634261, chords 0.14634261
rectangle 1.5:1, C1/eps0, C2/eps0 = 0.64002756, 0.04575645
rectangle sum - 1 = -2.2e-16
device: radius 20.0 mm, length 200.0 mm, gap 0.1 mm
device: a2 = 0.01, a3 = 0.005, gaps (deg) [ 44.  136.  224.5 316. ]
device C1 = 2.099368 pF/m
device C2 = 1.814905 pF/m
device exp terms = 0.47478844, 0.52521156
device sum - 1 = 4.4e-16
symmetric value C0 = 1.953549 pF/m
device mean = 1.957136 pF/m
device (C1-C2)/C0 = 0.145614
device mean/C0 - 1 = 1.8364e-03, quadratic law 1.8371e-03
device mean times length = 0.391427 pF
finite gaps: sum - 1 = -1.04e-06
finite gaps: relative shift of mean = 1.51e-06
grounded rod radius 0.2 mm: each C = 1.1997 pF/m
grounded rod: exp sum = 1.3067
end-field decay length = 8.317 mm (root 2.4048)
two decay lengths / length = 0.083
end-field factor over full length = 3.6e-11
air eps_r - 1 at 760 Torr (rough input) = 5.4e-04
gas shift at 0.001 Torr = 7.1e-10
expansion (rough input) = 1.2e-05 per K
length shift for 0.1 K = 1.2e-06
mean field across gap at 100 V = 0.010 MV/cm
```
